\section*{Why an insulating trench bottom charges positively under plasma exposure}

\section{The result}

An insulating trench bottom facing a plasma receives ions that travel almost straight down and electrons that arrive from all directions. The walls intercept more electrons than ions, so the bottom charges positively. Let $V$ be its potential relative to the flat top surface, and let $P_e(V)$ and $P_i(V)$ be the fractions of the electrons and ions entering the mouth that reach the bottom directly. Charging stops at the potential $V_*$ for which
\begin{equation}
P_i(V_*)=P_e(V_*),\qquad V_*>0\ \text{ if }\ P_i(0)>P_e(0).
\label{balance}
\end{equation}

Three contributions enter. Geometry creates the initial imbalance. The positive potential then draws more electrons to the bottom, and it also slows ions and turns some of them back. For a trench twice as deep as it is wide, with the parameters given below and a potential linear in depth that vanishes across the mouth, the balance lies at 38 V; the field around an open mouth lowers this value to about 27 V. In this model the attraction of electrons could not produce that balance alone: the turning of ions is needed as well.

\section{Setting and conventions}

The trench is long, with width $w$, depth $d$ and aspect ratio $A=d/w$. The coordinate $z$ runs from the mouth, $z=0$, to the bottom, $z=d$, and $x$ runs across the trench. Gaussian units are used, $e>0$ is the elementary charge, and temperatures are energies. The electron and ion masses are $m$ and $M$; the ions are singly charged.

The top surface floats, so averaged over an rf cycle it receives equal fluxes $\Gamma$ of electrons and ions. The same fluxes are assumed to enter the mouth, uniformly across its width, whatever the value of $V$. Inside the trench the potential is taken as
\begin{equation}
\phi(z)=Vz/d .
\end{equation}
It satisfies Laplace's equation inside the trench, but it prescribes the potential along the walls instead of deriving it from the wall charge. It also holds the whole mouth at zero, as a transparent grid would; at an open mouth the field bends and extends above the surface. Collisions, space charge, reflection at surfaces, secondary emission, photoemission and leakage are neglected. The consequences of the two strongest assumptions, the fixed mouth flux and the prescribed wall potential, are examined after the balance has been found.

The example has $w=100$ nm and $d=200$ nm, hence $A=2$. The electron temperature is $T_e=4$ eV. The ions have transverse temperature $T_i=0.2$ eV and normal energies at the mouth spread uniformly, by flux, from $E_1=20$ to $E_2=60$ eV. These are round model parameters.

\section{First contribution: geometry}

\subsection{Why the electrons remain isotropic}

The sheath above a floating surface repels electrons. One might expect the survivors to be directed, but for a Maxwellian they are not. The flux distribution of the normal energy $U=mv_z^2/2$ is
\begin{equation}
\frac{mv_z}{T_e}e^{-mv_z^2/2T_e}\,dv_z=e^{-U/T_e}\frac{dU}{T_e},
\end{equation}
because $dU=mv_z\,dv_z$. A barrier $B$ leaves the energy $U'=U-B$, so the transmitted flux is
\begin{equation}
e^{-B/T_e}\,e^{-U'/T_e}\,dU'/T_e .
\end{equation}
The barrier reduces the number of electrons and leaves the shape of the distribution unchanged. The transverse velocities are not affected either. The electrons therefore reach the mouth as an isotropic half-Maxwellian flux.

\subsection{The view of the bottom}

For isotropic particles the flux through the mouth is proportional to $n_z\,d\Omega$, where $\mathbf n$ is the direction of motion. Write $\mathbf n=(\cos\beta\sin\alpha,\ \sin\beta,\ \cos\beta\cos\alpha)$, for which $d\Omega=\cos\beta\,d\beta\,d\alpha$. Integrating over the motion along the trench gives
\begin{equation}
\frac{\cos\alpha\,d\alpha}{\pi}\int_{-\pi/2}^{\pi/2}\cos^2\!\beta\,d\beta
=\tfrac12\cos\alpha\,d\alpha .
\end{equation}
At $V=0$ a particle at angle $\alpha$ moves sideways by $d\tan\alpha$. Of the uniformly distributed entry points, a fraction $1-A|\tan\alpha|$ leads to the bottom, provided $|\tan\alpha|<1/A$. With $\tan\alpha_m=1/A$,
\begin{align}
P_{\rm iso}&=\int_0^{\alpha_m}(\cos\alpha-A\sin\alpha)\,d\alpha
=\sin\alpha_m-A(1-\cos\alpha_m)\nonumber\\
&=\frac{1+A^2}{\sqrt{1+A^2}}-A=\sqrt{1+A^2}-A .
\label{iso}
\end{align}
The second line uses $\sin\alpha_m=1/\sqrt{1+A^2}$ and $\cos\alpha_m=A/\sqrt{1+A^2}$.

For $A=2$ this is $\sqrt5-2=0.236$. Neither mass nor temperature appears. If the ions were isotropic too, they would have the same fraction and the bottom would stay at $V=0$. The initial charging comes from the difference in angular distribution, not from the small mass of the electron.

\subsection{The directed ions}

Let the sideways displacement during the flight be Gaussian with standard deviation $qw$. In units of $w$, a displacement $s$ leaves a fraction $1-|s|$ of entry points for which the particle reaches the bottom. Since $v_x$ is constant, a particle that ends between the walls has stayed between them. The mean hit fraction is
\begin{align}
g(q)&=\frac{2}{q\sqrt{2\pi}}\int_0^1(1-s)e^{-s^2/2q^2}\,ds\nonumber\\
&=\operatorname{erf}\!\left(\frac1{\sqrt2\,q}\right)
-q\sqrt{\frac2\pi}\left(1-e^{-1/2q^2}\right),
\label{g}
\end{align}
where $\int_0^1 s\,e^{-s^2/2q^2}ds=q^2(1-e^{-1/2q^2})$ was used. In the derivative, the contributions $\mp\sqrt{2/\pi}\,e^{-1/2q^2}/q^2$ from the two terms cancel, leaving
\begin{equation}
g'(q)=-\sqrt{2/\pi}\left(1-e^{-1/2q^2}\right)<0 .
\end{equation}
More sideways spread means fewer hits.

At $V=0$ an ion of normal energy $E$ needs the time $d/\sqrt{2E/M}$, and its transverse velocity has standard deviation $\sqrt{T_i/M}$. Hence $q=A\sqrt{T_i/2E}$. At the mean energy of 40 eV the angular scale is $\sqrt{0.2/80}=0.05$, or $2.9^\circ$, so $q=0.10$ and $g\simeq1-0.10\sqrt{2/\pi}=0.92$. The average over the whole energy band is 0.917.

Geometry thus opens a gap of $0.917-0.236=0.681$ between the two fractions. Its sign requires sufficiently directed ions. With the normal energies kept fixed, the gap closes at $T_i=52.4$ eV, a transverse temperature comparable with the normal energies. Above it the bottom would begin to charge negatively.

\section{Second contribution: attraction of electrons}

The field is $-V/d$ along $z$, so for $V>0$ the force on an electron is $+eV/d$, towards the bottom. Let its initial normal energy be $uT_e$, with distribution $e^{-u}du$. Its normal velocities at the mouth and at the bottom are
\begin{equation}
v_0=\sqrt{2uT_e/m},\qquad v_1=\sqrt{2(uT_e+eV)/m}.
\end{equation}
Under uniform acceleration the mean velocity is $(v_0+v_1)/2$, so the transit time is $t=2d/(v_0+v_1)$. The sideways spread is $qw=t\sqrt{T_e/m}$, and the mass cancels:
\begin{equation}
q_e=\frac{\sqrt2\,A}{\sqrt u+\sqrt{u+\eta}},\qquad \eta=\frac{eV}{T_e},
\qquad P_e(V)=\int_0^\infty e^{-u}g(q_e)\,du .
\label{pe}
\end{equation}
Raising $V$ lowers $q_e$ for every $u$, so $P_e$ rises. It approaches one as $V\to\infty$, because then $q_e\to0$ and $g\to1$.

That approach is slow. For $\eta\gg1$ and $q_e\ll1$, use $g\simeq1-q\sqrt{2/\pi}$ and $\sqrt{u+\eta}\simeq\sqrt\eta$. With $\langle\sqrt u\rangle=\int_0^\infty\sqrt u\,e^{-u}du=\sqrt\pi/2$, the first two orders in $1/\sqrt\eta$ give
\begin{equation}
1-P_e\simeq\frac{2A}{\sqrt\pi}\,\frac1{\sqrt\eta+\sqrt\pi/2}.
\label{slow}
\end{equation}

To isolate this contribution, freeze the ion fraction at its initial value. The electron shortfall must then decrease to $1-0.9174=0.0826$. Equation (\ref{slow}) requires $\sqrt\eta\simeq4/(0.0826\sqrt\pi)-0.89=26.4$, or $V\simeq2.8$ kV. The full integral gives 2793 V. This is far above the potential that would stop every ion, so the ion fraction cannot remain frozen on the way there.

\section{Third contribution: slowing and turning of ions}

The force on an ion is $-eV/d$. An ion with $E<eV$ never reaches the bottom: it turns at the depth $z=dE/eV<d$, unless it strikes a wall first. For $E>eV$ the normal velocities are $\sqrt{2E/M}$ at the mouth and $\sqrt{2(E-eV)/M}$ at the bottom. The same transit-time argument gives
\begin{equation}
q_i=\frac{A\sqrt{2T_i}}{\sqrt E+\sqrt{E-eV}},\qquad
P_i(V)=\int_{E>eV}f(E)\,g(q_i)\,dE ,
\label{pi}
\end{equation}
where $f(E)$ is the normalized flux distribution of normal energy, here $1/(E_2-E_1)$ inside the band.

The potential acts on the ions in two ways. It lengthens the flight of those that reach the bottom, giving them more time to drift into a wall, and it removes those with too little energy. The value at 20 V separates the two, because there no ion in the band has yet been turned. From 0 to 20 V slowing alone lowers $P_i$ from 0.917 to 0.897, a change of 0.020. Between 20 and 60 V, each further volt puts the bottom out of reach of another $1/40$ of the incident ions.

Freezing the electron fraction at 0.236 isolates the ion response. Balance then occurs at 49.4 V. Ion retardation can therefore close the gap alone, although at a higher potential than when both currents respond.

\section{The balance and its stability}

Let $C$ be the capacitance of the bottom per unit area. Arriving ions add charge and arriving electrons remove it:
\begin{equation}
C\frac{dV}{dt}=e\Gamma\,D(V),\qquad D(V)=P_i(V)-P_e(V).
\label{ode}
\end{equation}
If the ion energies are spread continuously up to an upper limit $E_2$, as in the example, $D$ is continuous. It decreases strictly, because $P_i$ does not increase and $P_e$ rises. If $D(0)>0$, then since $D(E_2/e)=-P_e(E_2/e)<0$ there is exactly one zero, between $0$ and $E_2/e$. Below it the bottom gains positive charge, and above it the bottom loses positive charge. The balance is therefore stable.

For the example the zero is at
\begin{equation}
V_*=38.0\ \text{V}=0.127\ \text{statvolt},\qquad P_i=P_e=0.494 .
\end{equation}
An independent simulation that charged the bottom with individually followed particles settled at mean values of 38.1 V when started from 0 V and 37.8 V when started from 60 V.

\subsection{Weighing the contributions}

Of the initial gap of 0.681, the rise of the electron fraction closes $0.494-0.236=0.258$, or 38\%. The fall of the ion fraction closes $0.917-0.494=0.424$ (from unrounded values), or 62\%. At $V_*$ the ions with too little normal energy to reach the bottom make up $(38.0-20)/40=0.45$ of the incident ions; some of them strike a wall instead of returning through the mouth.

These shares describe the final state. The frozen cases say what each response could do alone: electron attraction would need 2793 V and ion retardation 49.4 V. Electron attraction thus lowers the balance potential by about 11 V, while ion turning is what keeps it within the range of the ion energies. The values at 20 V confirm this. There $P_e=0.418$ is still below $P_i=0.897$, so with a fixed mouth flux no balance is possible before ions begin to turn.

\subsection{Ions of a single energy}

If all ions have the normal energy $E_0$, $P_i$ jumps at $eV=E_0$ from $g(A\sqrt{2T_i/E_0})$ to zero. When $P_e(E_0/e)$ lies below the upper edge of this jump, the two curves do not meet at an ordinary crossing. The net current is still positive just below $E_0/e$ and negative just above, so the potential is held at $E_0/e$. A small energy spread resolves the jump: just enough ions pass to match the electrons.

\section{Dependence on temperature and depth}

At fixed $V>0$, a higher $T_e$ lowers $\eta$ and raises $q_e$. Fewer electrons reach the bottom, so the crossing moves up. For $A=2$ the balance potential is 34.4, 38.0 and 41.2 V at $T_e=2$, 4 and 8 eV. The initial fraction (\ref{iso}) does not depend on $T_e$; the temperature matters through the resistance of the sideways motion to the attracting field.

Increasing $A$ lowers both fractions, so the direction of the change in $V_*$ does not follow from monotonicity alone. For the present parameters $V_*$ rises from 25.6 V at $A=0.5$ to 30.5, 38.0, 45.1 and 49.3 V at $A=1$, 2, 4 and 8. The common fraction falls from 0.84 to 0.16.

\subsection{The deep trench}

For $q\gg1$, expansion of (\ref{g}) gives $g\simeq1/(q\sqrt{2\pi})$. Inserting $q_e$ and $q_i$,
\begin{align}
P_e&\simeq\frac1{2A\sqrt\pi}\int_0^\infty e^{-u}\left(\sqrt u+\sqrt{u+\eta}\right)du,\\
P_i&\simeq\frac1{2A\sqrt{\pi T_i}}\int_{E>eV}f(E)\left(\sqrt E+\sqrt{E-eV}\right)dE .
\end{align}
At $V=0$ the first line becomes $1/(2A)$, in agreement with the large-$A$ limit of (\ref{iso}). Both fractions fall as $1/A$, which cancels from their equality, so $V_*$ tends to a value independent of depth. This requires even the ions to have $q_i\gg1$. At $A=8$ and $V=0$ a 40 eV ion has $q_i=0.4$, so the values listed above are not yet in this limit.

\subsection{The shallow trench and the fixed mouth flux}

For $A\to0$ the model does not return to $V_*=0$. At $eV=E_1$ the small losses are
\begin{align}
1-P_e&\simeq\frac{2A}{\sqrt\pi}\left\langle\frac1{\sqrt u+\sqrt{u+5}}\right\rangle,\\
1-P_i&\simeq\frac{2A}{\sqrt\pi}\left\langle\frac{\sqrt{T_i}}{\sqrt E+\sqrt{E-E_1}}\right\rangle .
\end{align}
The first average is at least $1/(1+\sqrt6)=0.29$, by Jensen's inequality and $\langle u\rangle=1$. The second is at most $\sqrt{0.2/20}=0.1$. Electrons remain in deficit at 20 V, but the deficit is proportional to $A$, and turning a correspondingly small fraction of ions removes it. Hence $V_*\to20$ V.

This limit shows where the fixed mouth flux fails. On a wide flat patch, a potential $V$ lowers the sheath barrier for electrons by $eV$ and, as long as a barrier remains, multiplies their flux by $e^{eV/T_e}$, while the ion flux is still supplied by the plasma. Balance then requires $V=0$. A real trench also has a field above its mouth, which can gather additional electrons. The shallow-trench values above should not be applied where this gathering is important.

The effect of gathering alone at $A=2$ can be gauged by multiplying the electron supply by a factor $S$, with the velocity distribution unchanged and the ions left unaffected. The balance becomes $SP_e=P_i$. Since $P_i/P_e$ falls with $V$, $S>1$ lowers the balance potential. It falls below 20 V if $S>0.897/0.418\simeq2.15$; electron attraction, inside and above the trench, would then suffice without turning ions. A negative barrier at the upper walls has $S<1$ and raises the potential.

The field at an open mouth also acts on the ions. Along the axis $\partial_z\phi$ rises from $0$ to $V/d$, and Laplace's equation gives $\partial_x^2\phi=-\partial_z^2\phi$, so an ion at distance $x$ from the axis feels the outward force $ex\,\partial_z^2\phi$. Integrated over the passage, this turns it by the angle $x\,eV/(2Ed)$: the mouth is a diverging lens of focal length $2Ed/eV$, equal to $4d$ for a 40 eV ion at 20 V. For an isolated trench with the same wall, bottom and top potentials but an open mouth, trajectories in the two-dimensional Laplace field give $P_e\simeq0.50$ and $P_i\simeq0.73$ at 20 V, counted per mouth width, and a balance near 27 V. Turning of ions is still needed, but the potential and the shares found above belong to the model with the mouth held at zero.

\section{What the walls still receive}

Balance at the bottom does not imply balance at the walls. Let $R$ be the fraction of ions that return through the mouth. No electron returns, so at $V_*$ the walls receive the fraction $1-P_e$ of the electrons and $1-P_i-R$ of the ions. With $P_e=P_i$, the excess of electrons on the walls is exactly $R$.

Followed trajectories give 0.506 of the electrons and 0.183 of the ions on the walls, and $R=0.321$. The difference, 0.323, agrees with $R$ within sampling error. Fully insulating walls could not remain in this state: they would continue to charge negatively and change the potential. The value of 38 V is therefore the balance for the prescribed linear potential with the mouth held at zero, not a complete steady state of an insulating trench.

\section{Charge, film field and time}

Suppose that a film of thickness $h=200$ nm and relative permittivity $\kappa=2.5$ remains below the trench, on a substrate at the potential of the top surface. With uniform fields, $V/h$ points down into the film and $V/d$ points up into the trench. Gauss's law for the areal charge $\sigma$ at the bottom gives
\begin{equation}
4\pi\sigma=\frac{\kappa V}{h}+\frac Vd,\qquad
C=\frac{\sigma}{V}=\frac1{4\pi}\left(\frac\kappa h+\frac1d\right).
\end{equation}
Numerically, $C=(1.25+0.50)\times10^5/4\pi=1.39\times10^4$ cm$^{-1}$. At balance $\sigma=CV_*=1.77\times10^3$ statcoulomb cm$^{-2}$, or $3.7\times10^{12}$ elementary charges per cm$^2$. The average field across the film is $38.0\ \text{V}/200\ \text{nm}=1.9$ MV/cm. Charging thus puts the dielectric under electrical stress.

The uniform-field estimate suits a trench much wider than the film is thick. Here the trench is narrower, and field lines from the bottom also spread sideways in the dielectric. The field just below the bottom then exceeds the average, most strongly near the corners. At a given $V$, the values of $C$ and $\sigma$ above, and the charging times below, are therefore low estimates. The correction is large: a two-dimensional solution in the dielectric gives, for an isolated trench, a field of $1.6\,V/h$ below the centre of the bottom and a capacitance about 1.8 times the value above. For trenches repeated at a pitch of $2w$ the factors are about 1.2 and 1.35.

Separating variables in (\ref{ode}) gives the time to reach 90\% of $V_*$:
\begin{equation}
t_{90}=\frac{C}{e\Gamma}\int_0^{0.9V_*}\frac{dV}{P_i(V)-P_e(V)} .
\end{equation}
For $\Gamma=5\times10^{15}$ cm$^{-2}$ s$^{-1}$ the result is 1.8 ms. If every incident ion stayed and no electron arrived, the same charge would take $0.9\times3.675\times10^{12}/\Gamma=0.66$ ms. The ratio, 0.36, is the harmonic mean of the net fraction $P_i-P_e$ over this range of potential.

Leakage through the film, including any conductivity produced by photons, changes the stationary condition to $e\Gamma(P_i-P_e)=J(V)$. For a positive leakage current density $J$ away from the bottom, the left side must be positive, so the potential settles below $V_*$. The two particle currents are then no longer equal: their difference supplies the leakage. The computed values are collected in the numerical output below.

\section*{Computed results}
\begin{verbatim}
trench width: 100 nm
trench depth: 200 nm
aspect ratio: 2.0
electron temperature: 4.0 eV
transverse ion temperature: 0.2 eV
ion energy limits: 20 to 60 eV
ion angle scale at mean energy: 2.86 degrees
electron fraction at 0 V: 0.2361
ion fraction at 0 V: 0.9174
electron fraction at 20 V: 0.4180
ion fraction at 20 V: 0.8971
balance potential: 38.00 V
balance potential: 0.1268 statvolt
electron fraction at balance: 0.4936
ion fraction at balance: 0.4936
ions with energy below eV*: 0.4501
particle charging from 0 V, mean: 38.1 V
particle charging from 60 V, mean: 37.8 V
balance with ion fraction frozen: 2793 V
balance with electron fraction frozen: 49.43 V
transverse Ti for zero initial charging: 52.4 eV
A=0.5: V*=25.57 V, common fraction=0.839
A=1.0: V*=30.54 V, common fraction=0.699
A=2.0: V*=38.00 V, common fraction=0.494
A=4.0: V*=45.13 V, common fraction=0.294
A=8.0: V*=49.27 V, common fraction=0.158
Te=2.0 eV, A=2.0: V*=34.42 V
Te=4.0 eV, A=2.0: V*=38.00 V
Te=8.0 eV, A=2.0: V*=41.21 V
electrons striking walls at balance: 0.506
ions striking walls at balance: 0.183
ions returning through mouth at balance: 0.321
remaining film thickness: 200 nm
film relative permittivity: 2.5
incident flux of each species: 5.0e+15 cm^-2 s^-1
capacitance per area: 1.3926e+04 cm^-1 (Gaussian)
stored elementary charges: 3.675e+12 cm^-2
field across remaining film: 1.900 MV/cm
time to 90 percent of V*: 1.840 ms
\end{verbatim}
